**Saturation efficiency of a sublimation bed: plug flow and its limits**

The program tests $E=c_{\rm out}/c_s=1-\exp(-kA/Q)$, where $c_{\rm out}$ and $c_s$ are the outlet and equilibrium vapour concentrations, $k$ is the mass-transfer coefficient, $A$ the exposed area and $Q$ the actual gas flow. It integrates the local balance through an unevenly distributed area and asserts agreement with the exponential law, including a loaded inlet, the logarithmic mean driving force and the areas for 95% and 99% saturation. Linear balances for stirred cells confirm the single-vessel law and the approach to plug flow. A finite-volume model of a laminar slit asserts that the local coefficient becomes constant downstream and that its integral gives the decay of the bulk deficit. Further assertions test the stagnant-film flux and the first-order correction for finite vapour content. For the model parameters the output gives $E=0.802$ in plug flow, 0.618 in one stirred vessel and 0.819 in the slit with the same developed-coefficient $kA/Q$. The finite-dilution correction to $E$ is about $-4\times10^{-4}$ at an equilibrium mole fraction of 0.005.

## Program and output

```python
"""Saturation efficiency of a carrier gas crossing a sublimation bed.

Result under test: E = c_out/c_s = 1 - exp(-N), N = k*A/Q, for a clean inlet,
steady isothermal plug flow, dilute vapour, constant k and a saturated surface.
k: mass-transfer coefficient (m/s), A: exposed area (m^2), Q: actual flow (m^3/s),
c_s: equilibrium vapour concentration (mol/m^3), y_s: equilibrium mole fraction.
Also tested: stirred cells, a laminar slit with variable k, and finite dilution.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

# Chosen model parameters
standard_flow_sccm = 100.0
temperature = 400.0
pressure = 2000.0
vapour_pressure = 10.0
k = 0.02
area = 0.01

standard_flow = standard_flow_sccm * 1e-6 / 60.0
flow = (standard_flow * constants.atm / pressure
        * temperature / constants.zero_Celsius)
c_s = vapour_pressure / (constants.R * temperature)
y_s = vapour_pressure / pressure
N = k * area / flow


def efficiency(transfer_units):
    return -np.expm1(-transfer_units)


def integrate_bed(bed_area, bed_flow, c_in=0.0):
    """Integrate the local balance through an unevenly distributed area."""
    def area_density(z):
        return bed_area * (1.0 + 0.8 * np.cos(np.pi * z))

    def balance(z, c):
        return k * area_density(z) * (c_s - c) / bed_flow

    solution = solve_ivp(balance, (0.0, 1.0), [c_in], method="DOP853",
                         rtol=1e-10, atol=1e-14, dense_output=True)
    assert solution.success
    mean_drive = quad(lambda z: area_density(z) * (c_s - solution.sol(z)[0]),
                      0.0, 1.0, epsabs=1e-13, epsrel=1e-9)[0] / bed_area
    return solution.y[0, -1], mean_drive


# Plug-flow law, inlet loading, mean driving force, limits and required areas
E = efficiency(N)
c_out, mean_drive = integrate_bed(area, flow)
assert abs(c_out / c_s - E) < 1e-7
log_mean = c_out / np.log(c_s / (c_s - c_out))
assert abs(mean_drive / log_mean - 1.0) < 1e-6
c_in = 0.3 * c_s
c_loaded, _ = integrate_bed(area, flow, c_in)
assert abs((c_loaded - c_in) / (c_s - c_in) - E) < 1e-7
area_95 = flow / k * np.log(1.0 / 0.05)
area_99 = flow / k * np.log(1.0 / 0.01)
for target, needed_area in ((0.95, area_95), (0.99, area_99)):
    assert abs(integrate_bed(needed_area, flow)[0] / c_s - target) < 1e-7
small_area = 1e-3 * flow / k
small_out, _ = integrate_bed(small_area, flow)
assert abs(flow * small_out / (k * small_area * c_s) - 1.0) < 1e-3
large_out, _ = integrate_bed(12.0 * flow / k, flow)
assert abs(large_out / c_s - 1.0) < 1e-5
E_double = efficiency(N / 2.0)
double_out, _ = integrate_bed(area, 2.0 * flow)
assert abs(double_out / c_s - E_double) < 1e-7
rate = flow * c_s * E
rate_double = 2.0 * flow * c_s * E_double
assert E_double < E and 2.0 * flow * double_out > flow * c_out


# Stirred cells in series from their coupled linear balances
def stirred_cells(number):
    exchange = N / number
    matrix = np.diag(np.full(number, 1.0 + exchange))
    matrix -= np.diag(np.ones(number - 1), -1)
    return np.linalg.solve(matrix, np.full(number, exchange))[-1]


E_mixed = stirred_cells(1)
E_ten = stirred_cells(10)
assert abs(E_mixed - N / (1.0 + N)) < 1e-12
assert abs(E_ten - (1.0 - (1.0 + N / 10.0)**(-10))) < 1e-12
error_500 = E - stirred_cells(500)
error_1000 = E - stirred_cells(1000)
assert 0.0 < error_1000 < 5e-4
assert 1.9 < error_500 / error_1000 < 2.1

# Laminar slit: half-gap b, mean speed u, diffusivity D, axial distance x.
# Scaled distance is x*D/(b*b*u); scaled transfer coefficient is k*b/D.
cells = 300
h = 1.0 / cells
edges = np.linspace(0.0, 1.0, cells + 1)
weights = 1.5 * (np.diff(edges) - np.diff(edges**3) / 3.0)
diagonal = np.full(cells, 2.0 / h)
diagonal[0] = 1.0 / h
diagonal[-1] = 3.0 / h
diffusion = np.diag(diagonal)
diffusion -= np.diag(np.full(cells - 1, 1.0 / h), 1)
diffusion -= np.diag(np.full(cells - 1, 1.0 / h), -1)
decay, modes = eigh(diffusion, np.diag(weights))
mode_amplitudes = modes.T @ weights


def slit(distance):
    """Return bulk concentration deficit and k from the wall gradient."""
    deficit = modes @ (np.exp(-decay * distance) * mode_amplitudes)
    bulk = weights @ deficit
    wall_gradient = (9.0 * deficit[-1] - deficit[-2]) / (3.0 * h)
    return bulk, wall_gradient / bulk


bulk_1, _ = slit(1.0)
bulk_2, k_2 = slit(2.0)
_, k_developed = slit(3.0)
assert abs(k_2 / k_developed - 1.0) < 1e-6
assert abs(np.log(bulk_1 / bulk_2) / k_developed - 1.0) < 1e-3
slit_length = N / k_developed
bulk_end, _ = slit(slit_length)
bulk_start, k_start = slit(0.02)
integrated_k = quad(lambda x: slit(x)[1], 0.02, slit_length,
                    epsabs=1e-7, epsrel=1e-7)[0]
assert abs(np.log(bulk_start / bulk_end) / integrated_k - 1.0) < 1e-3
E_slit = 1.0 - bulk_end
slit_prefactor = bulk_2 * np.exp(2.0 * k_developed)
mean_k_ratio = -np.log(bulk_end) / N
assert k_start > k_developed and slit_prefactor < 1.0 and E_slit > E


# Stagnant-film flux found from the differential transport law
def film_edge_fraction(scaled_flux, wall_fraction):
    solution = solve_ivp(lambda s, y: -scaled_flux * (1.0 - y),
                         (0.0, 1.0), [wall_fraction], rtol=1e-10, atol=1e-12)
    assert solution.success
    return solution.y[0, -1]


film_flux = brentq(lambda g: film_edge_fraction(g, 0.3) - 0.1, 0.0, 1.0)
assert abs(film_flux - np.log((1.0 - 0.1) / (1.0 - 0.3))) < 1e-8


# Finite dilution, with N based on the vapour-free carrier flow
def finite_dilution(transfer_units, saturation_fraction):
    def balance(_, theta):
        y = saturation_fraction * theta
        drive = np.log1p(-y) - np.log1p(-saturation_fraction)
        return (1.0 - y)**2 * drive / saturation_fraction

    solution = solve_ivp(balance, (0.0, transfer_units), [0.0],
                         method="DOP853", rtol=1e-11, atol=1e-13)
    assert solution.success
    return solution.y[0, -1]


def first_order(transfer_units, saturation_fraction):
    remaining = np.exp(-transfer_units)
    correction = remaining * (1.5 * (1.0 - remaining) - transfer_units)
    return 1.0 - remaining + saturation_fraction * correction


residual_1 = finite_dilution(3.0, 0.01) - first_order(3.0, 0.01)
residual_2 = finite_dilution(3.0, 0.02) - first_order(3.0, 0.02)
assert 3.5 < residual_2 / residual_1 < 4.5
E_finite = finite_dilution(N, y_s)
E_first = first_order(N, y_s)
assert abs(E_finite - E_first) < y_s**2
E_less_dilute = finite_dilution(N, 0.2)
assert abs(E_less_dilute - E) > 10.0 * abs(E_finite - E)
carrier_molar_flow = flow * pressure / (constants.R * temperature)
y_out = y_s * E_finite
rate_finite = carrier_molar_flow * y_out / (1.0 - y_out)
assert abs(rate_finite / rate - 1.0) < 0.01

wrong_N = k * area / standard_flow
micromol_per_min = 60.0e6
print(f"Standard carrier flow: {standard_flow_sccm:.1f} standard cm^3/min")
print(f"Standard temperature: {constants.zero_Celsius:.2f} K")
print(f"Standard pressure: {constants.atm:.0f} Pa")
print(f"Bed temperature: {temperature:.1f} K")
print(f"Bed pressure: {pressure:.1f} Pa")
print(f"Vapour pressure: {vapour_pressure:.1f} Pa")
print(f"Mass-transfer coefficient k: {k:.4f} m/s")
print(f"Exposed area A: {area:.4f} m^2")
print(f"Actual flow Q: {flow:.6e} m^3/s")
print(f"Saturation concentration c_s: {c_s:.6e} mol/m^3")
print(f"Saturation mole fraction y_s: {y_s:.5f} (dimensionless)")
print(f"Transfer units N = kA/Q: {N:.5f} (dimensionless)")
print(f"Remaining deficit exp(-N): {np.exp(-N):.5f} (dimensionless)")
print(f"Saturation efficiency E: {E:.5f} (dimensionless)")
print(f"Outlet concentration: {c_s * E:.6e} mol/m^3")
print(f"Mean driving force: {mean_drive:.6e} mol/m^3")
print(f"Delivered rate: {rate:.6e} mol/s")
print(f"Delivered rate: {rate * micromol_per_min:.4f} micromol/min")
print(f"Saturated-rate ceiling: {flow * c_s:.6e} mol/s")
print(f"Clean-gas transfer ceiling: {k * area * c_s:.6e} mol/s")
print(f"Area for E = 0.95: {area_95:.6f} m^2")
print(f"Area for E = 0.99: {area_99:.6f} m^2")
print(f"E at doubled Q, fixed k: {E_double:.5f} (dimensionless)")
print(f"Delivered rate at doubled Q: {rate_double:.6e} mol/s")
print(f"Rate ratio on doubling Q: {rate_double / rate:.5f} (dimensionless)")
print(f"N if standard flow is misused: {wrong_N:.3f} (dimensionless)")
print(f"E for one stirred cell: {E_mixed:.5f} (dimensionless)")
print(f"E for ten stirred cells: {E_ten:.5f} (dimensionless)")
print(f"Slit developed kb/D: {k_developed:.5f} (dimensionless)")
print(f"Slit kb/D at scaled distance 0.02: {k_start:.5f} (dimensionless)")
print(f"Slit deficit prefactor B: {slit_prefactor:.5f} (dimensionless)")
print(f"Slit E at developed-k N: {E_slit:.5f} (dimensionless)")
print(f"Slit mean k / developed k: {mean_k_ratio:.5f} (dimensionless)")
print(f"Finite-dilution E at example y_s: {E_finite:.6f} (dimensionless)")
print(f"First-order E at example y_s: {E_first:.6f} (dimensionless)")
print(f"Finite minus dilute E: {E_finite - E:.3e} (dimensionless)")
print(f"Finite-dilution delivered rate: {rate_finite:.6e} mol/s")
print(f"Finite-dilution E at y_s = 0.2: {E_less_dilute:.5f} (dimensionless)")
print("all assertions hold")
```

Running it gives:

```
Standard carrier flow: 100.0 standard cm^3/min
Standard temperature: 273.15 K
Standard pressure: 101325 Pa
Bed temperature: 400.0 K
Bed pressure: 2000.0 Pa
Vapour pressure: 10.0 Pa
Mass-transfer coefficient k: 0.0200 m/s
Exposed area A: 0.0100 m^2
Actual flow Q: 1.236500e-04 m^3/s
Saturation concentration c_s: 3.006809e-03 mol/m^3
Saturation mole fraction y_s: 0.00500 (dimensionless)
Transfer units N = kA/Q: 1.61747 (dimensionless)
Remaining deficit exp(-N): 0.19840 (dimensionless)
Saturation efficiency E: 0.80160 (dimensionless)
Outlet concentration: 2.410257e-03 mol/m^3
Mean driving force: 1.490142e-03 mol/m^3
Delivered rate: 2.980283e-07 mol/s
Delivered rate: 17.8817 micromol/min
Saturated-rate ceiling: 3.717919e-07 mol/s
Clean-gas transfer ceiling: 6.013618e-07 mol/s
Area for E = 0.95: 0.018521 m^2
Area for E = 0.99: 0.028471 m^2
E at doubled Q, fixed k: 0.55458 (dimensionless)
Delivered rate at doubled Q: 4.123756e-07 mol/s
Rate ratio on doubling Q: 1.38368 (dimensionless)
N if standard flow is misused: 120.000 (dimensionless)
E for one stirred cell: 0.61795 (dimensionless)
E for ten stirred cells: 0.77670 (dimensionless)
Slit developed kb/D: 1.88517 (dimensionless)
Slit kb/D at scaled distance 0.02: 3.00363 (dimensionless)
Slit deficit prefactor B: 0.91035 (dimensionless)
Slit E at developed-k N: 0.81939 (dimensionless)
Slit mean k / developed k: 1.05807 (dimensionless)
Finite-dilution E at example y_s: 0.801188 (dimensionless)
First-order E at example y_s: 0.801188 (dimensionless)
Finite minus dilute E: -4.114e-04 (dimensionless)
Finite-dilution delivered rate: 2.990734e-07 mol/s
Finite-dilution E at y_s = 0.2: 0.78589 (dimensionless)
all assertions hold
```
